Why rapid unipolar pulses nucleate electromigration voids through their average current

**The decision**

A reliability calculation for a pulsed copper line must decide which current enters the void-nucleation formula. Take a line that would nucleate a void after 105.8 h at steady current, and switch the same peak current on for one quarter of each short period. Counting on-time predicts 423 h. Using the average current predicts 1693 h. The second is right for a long line at constant temperature, and the reason lies in what stress does between pulses.

The pulses are rectangular, with peak density j_p, period T and duty factor r, starting with an on-phase. The peak is held fixed when duties are compared. Nucleation means that the tensile stress at the cathode end has risen by σ_c above a uniform initial value; σ denotes this rise, with tension positive.

**First contribution: the electron wind**

Let x run from the blocked cathode end, x = 0, along the electron flow. The wind pushes each atom towards +x with force F = |Z*|eρj, where Z* is the effective charge number, e the elementary charge and ρ the resistivity. An atom's chemical potential contains −Ωσ, with Ω the atomic volume, so a stress gradient adds the force Ω ∂σ/∂x. With diffusivity D and 1/Ω atoms per volume, the flux is

J = (D/(Ωk_BT_a))(F + Ω ∂σ/∂x) = (D/(k_BT_a))(G + ∂σ/∂x), G = F/Ω,

where T_a is the absolute temperature. Losing atoms raises tension through an effective modulus B. Since the atom density changes at the rate −∂J/∂x, the stress changes at the rate BΩ ∂J/∂x:

∂σ/∂t = ∂/∂x[κ(∂σ/∂x + G(t))], κ = DBΩ/(k_BT_a).

No atoms cross the blocked end, so J = 0 there and ∂σ/∂x = −G(t). This description assumes that vacancies stay in equilibrium with the local stress.

The wind enters linearly because it barely tilts an atomic hop. Forward and backward hop rates vary as exp(±u), with u = Fa/(2k_BT_a) and a the hop length, so the net rate varies as sinh u. In the example below, a = 0.256 nm gives u = 1.3×10⁻⁶. Pulsed hopping divided by hopping at the average force is

r sinh u / sinh(ru) ≈ 1 + (1 − r²)u²/6,

which differs from 1 by about 3×10⁻¹³ at r = 0.25. The net drift therefore follows the time integral of the current.

**Second contribution: stress spreading**

Take κ constant and the line long. Since G is uniform in x, the interior equation is ordinary diffusion, and the wind acts as a source of strength κG(t′)dt′ at the wall. After a delay s, a unit source at a blocked wall has become a half-Gaussian of height 1/√(πκs) at x = 0. Adding all the sources gives

σ(0,t) = √(κ/π) ∫₀ᵗ G(t′)(t − t′)^(−1/2) dt′.

For steady peak current, G = G_p and the integral is 2√t:

σ(0,t) = 2G_p√(κt/π).

Setting this equal to σ_c and squaring gives the steady nucleation time

t_dc = πσ_c²/(4κG_p²).

Replacing G_p by its average rG_p gives

t_n = t_dc/r².

The two powers of r have a direct meaning. Integrating the transport equation from the wall to a distant undisturbed point gives the stored stress

∫σ dx = κG_p r t.

This counts on-time only. The average-current stress at the wall is 2rG_p√(κt/π), so the stored stress occupies an effective width

κG_p r t / [2rG_p√(κt/π)] = √(πκt)/2.

The width depends on total elapsed time, because spreading continues when the current is off. At r = 1/4, nucleation takes 16 times as long as at steady current. The stored stress is then 4 times larger and the width is also 4 times larger, so the wall stress is the same.

The on-time rule misses this spreading. At its predicted time, t_dc/r, the average-current stress is r√(1/r) = √r of the critical value, which is one half for r = 1/4. During off-time the stress gradient drives some atoms back towards the cathode end. This lowers the wall stress but leaves the total stored stress unchanged, spread over a greater width.

**Third contribution: ripple from separate pulses**

Replacing the pulses by their average needs an error bound. An on-phase that began a time s ago and has ended contributes 2[√s − √(s − rT)] to the integral. At the end of pulse N, the pulse k periods earlier began a time (k + r)T ago. Hence

σ = 2G_p√(κT/π) S_N, S_N = Σ_{k=0}^{N−1}[√(k + r) − √k].

These pulse ends must be the successive record highs. At phase p periods into pulse N, with 0 < p ≤ r, the corresponding sum is

S = √p + Σ_{k=1}^{N−1}[√(k + p) − √(k + p − r)].

Its derivative is

dS/dp = ½{p^(−1/2) − Σ_{k=1}^{N−1}[(k + p − r)^(−1/2) − (k + p)^(−1/2)]}.

Since r ≤ 1, replacing k + p − r by the smaller k − 1 + p can only enlarge the subtracted sum. That larger sum telescopes to p^(−1/2) − (N − 1 + p)^(−1/2). Therefore dS/dp ≥ ½(N − 1 + p)^(−1/2) > 0, and the stress rises throughout each on-phase. In an off-phase every contribution decays. Each new S_N also exceeds the last, because it adds a positive term.

Now bound S_N. The square root is concave, so √(k + r) ≥ (1 − r)√k + r√(k + 1). Each term is then at least r[√(k + 1) − √k], and the sum is at least r√N. For the upper bound, the k = 0 term is √r. For k ≥ 1,

√(k + r) − √k = r/[√(k + r) + √k] ≤ r/(2√k) ≤ r/[√k + √(k − 1)] = r[√k − √(k − 1)].

Summing both results gives

r√N ≤ S_N ≤ √r + r√(N − 1).

The excess over the average-current stress is thus at most the rise from one isolated pulse.

Nucleation requires S_N ≥ M, where M = √(t_dc/T). Let N be the first pulse that achieves this, so (N − 1)T < t_n ≤ (N − 1 + r)T. If N ≥ 2, the preceding pulse failed, so r√(N − 1) < M and t_n < t_dc/r² + rT. If N = 1, t_n = t_dc and the same limit holds. The upper bound on S_N gives N − 1 ≥ (M − √r)²/r² when M ≥ √r. Multiplying by r²T/t_dc gives, for rT ≤ t_dc,

(1 − √(rT/t_dc))² ≤ r²t_n/t_dc ≤ 1 + r³T/t_dc.

Both sides tend to 1 for rapid pulses. In the opposite limit, rT ≥ t_dc, the first pulse nucleates the void at t_dc and the off-time has no influence.

**A copper line in numbers**

Take rough values for an accelerated copper test: T_a = 573 K, j_p = 1 MA/cm², ρ = 5 µΩ·cm, |Z*| = 1, D = 10⁻¹³ cm²/s, B = 30 GPa, Ω = 0.0118 nm³, σ_c = 100 MPa and length L = 500 µm. The force is F = eρj_p = 8.01×10⁻¹⁷ N, so G_p = F/Ω = 6.79 MPa/µm. The ratio BΩ/(k_BT_a) is 44.7, giving κ = 44.7D = 4.47×10⁻⁴ µm²/s. Then

t_dc = π(100)²/[4(4.47×10⁻⁴)(6.79)²] ≈ 3.81×10⁵ s = 106 h.

The long-line times are 423 h at r = 0.5, 1693 h at r = 0.25 and 10,600 h at r = 0.1.

For slow pulses at r = 0.25, summing the pulse contributions and solving numerically for the crossing gives these ratios of actual time to t_dc/r²:

- T = 10 s: 0.997
- T = 1 h: 0.943
- T = 10 h: 0.829
- T = 100 h: 0.487

The last case nucleates near 825 h, late in the ninth pulse. At T = 1 µs the bound allows nucleation to be early by at most 1.6×10⁻⁴ %. The diffusion length √(κT) is then 0.021 nm, less than an atomic spacing, so the continuum ripple has only a formal size. The linear hop bias supplies the microscopic reason for averaging.

**Fourth contribution: the far end of the line**

A line blocked at both ends conserves its total stress. Under average current its final profile is rG_p(L/2 − x), so the cathode stress saturates at rG_pL/2. Expanding this profile in cosines, each decaying by diffusion, gives

σ(0,t) = rG_pL[1/2 − (4/π²)Σ_{n odd} exp(−n²π²κt/L²)/n²].

Solving numerically for σ_c multiplies the long-line time by 1.011 at r = 0.10 and by 1.19 at r = 0.07. With negligible ripple, no void nucleates at or below

r_min = 2σ_c/(G_pL) = 200/(6.79 × 500) = 0.059.

The inverse-square law therefore fails at low duty, where the line lasts longer than the law predicts.

**Fifth contribution: diffusivity that changes**

Tension can raise the diffusivity. An estimate D ∝ exp(Ωσ/(k_BT_a)) gives a 16% rise at σ_c. Once rapid pulses are replaced by their average, set X = rx and τ = r²t. Then ∂/∂x = r ∂/∂X and ∂/∂t = r² ∂/∂τ, and a common factor r² cancels:

∂σ/∂τ = ∂/∂X[κ(σ)(∂σ/∂X + G_p)].

The wall condition becomes ∂σ/∂X = −G_p. No r remains, so the critical τ is fixed and t_n ∝ 1/r² for a long line, with a changed prefactor. For the 16% rise above, the time is about 2.6% shorter at every duty.

Joule heating does not scale this way. Its time average follows r j_p², the mean-square current, but the wind acts only during on-time, when the line is hottest. If κ is uniform along the line, measuring time by ∫κ dt turns the duty into rκ_on/κ_avg and gives t_n ∝ κ_avg/κ_on², where κ_on and κ_avg are the means over on-time and over the whole period. For a line 200 nm high on 500 nm of oxide with conductivity 1.2 W/(m K), heat flowing straight down gives a steady-current rise

ΔT = j_p²ρ × height × oxide thickness/conductivity = 0.42 K.

With an activation energy of 0.9 eV, this raises D by 1.3%. The thermal time of this stack is about half a microsecond. For much longer periods the temperature follows each pulse, and at r = 0.25 the factor κ_avg/κ_on² is 1.0033/1.0133² = 0.977. Ten times the current density would give 100 times the heating, about 42 K in this estimate, and the constant-temperature law could no longer be used.

**Weighing the contributions for a real line**

At r = 0.25 and microsecond periods, spreading changes the on-time prediction by a factor of 4. Ripple is negligible at these periods. Heating shortens the time by about 0.5% at T = 1 µs, 1.8% at 10 µs and up to 2.3% at longer periods. The stress-raised diffusivity shortens it by about 2.6%. The input parameters matter more for the absolute time: D and σ_c vary with interface, microstructure and flaws, and t_dc varies as σ_c²/D. If half of the 100 MPa were already present as uniform residual tension, the long-line times for steady current and rapid pulses would fall to one quarter, with the same duty law.

A shorter segment can behave quite differently. At 50 µm, with the other values fixed, r_min becomes 0.59, so under rapid pulses the model predicts no nucleation at r = 0.25 or 0.5. Length must be checked before the inverse-square law is used.

Nucleation is also not the whole lifetime. The drift speed at peak current is v = DF/(k_BT_a) = 0.365 nm/h. The stored stress at nucleation corresponds to a void length vrt_n = vt_dc/r, or 39 nm at steady current and 154 nm at r = 0.25. If failure needs a void much longer than this, the supply of transported atoms sets the time, which then varies roughly as 1/r. This holds only while the void stays well below its saturated length, rG_pL²/(2B) for zero initial stress, which is 7 µm at r = 0.25 and 2.8 µm at r = 0.1 in the 500 µm line. For voids comparable to the stored length the power lies between 1 and 2; for a 100 nm void, comparing r = 0.25 with steady current gives about 1.4. The inverse-square rule suits failures controlled by nucleation, in long lines with rapid pulses and little heating.
